# Fitting Racah Parameters and Spin-Orbit Coupling to 4d² Levels: verification in Python

```python
"""Fit of Racah B, C and spin-orbit constant zeta to the nine levels of d2.

Result under test: with H = A + B*O_B + C*O_C + zeta*O_zeta, the iteration
    p_new = least-squares solution of D(p) p_new = E_obs,
    D[i,k] = <i|O_k|i>   (Hellmann-Feynman derivative of level i),
recovers p = (A, B, C, zeta) from synthetic intermediate-coupling levels.
Two optional operators describe neglected effects: L(L+1), with coefficient
alpha, and a separate shift of the 1S term. All energies are in cm^-1.
Levels are ordered by J = 0,1,2,3,4 and by energy within each J.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, trapezoid
from sympy.physics.wigner import wigner_3j

# ---------- model in the LS basis, block by block in J ----------
TERMS = ["3P", "1S", "3P", "3F", "3P", "1D", "3F", "3F", "1G"]
BLOCKS = [slice(0, 2), slice(2, 3), slice(3, 6), slice(6, 7), slice(7, 9)]
J_OF_LEVEL = np.array([0, 0, 1, 2, 2, 2, 3, 4, 4])
B_COEF = {"3F": -8, "3P": 7, "1G": 4, "1D": -3, "1S": 14}
C_COEF = {"3F": 0, "3P": 0, "1G": 2, "1D": 2, "1S": 7}
L_VALUE = {"S": 0, "P": 1, "D": 2, "F": 3, "G": 4}

spin_orbit = np.diag([-1, 0, -0.5, -2, 0.5, 0, -0.5, 1.5, 0]).astype(float)
for i, j, value in [(0, 1, np.sqrt(6)), (3, 5, np.sqrt(12 / 5)),
                    (4, 5, np.sqrt(21 / 10)), (7, 8, 1.0)]:
    spin_orbit[i, j] = spin_orbit[j, i] = value
OPERATORS = [np.eye(9),
             np.diag([float(B_COEF[t]) for t in TERMS]),
             np.diag([float(C_COEF[t]) for t in TERMS]),
             spin_orbit,
             np.diag([float(L_VALUE[t[1]] * (L_VALUE[t[1]] + 1)) for t in TERMS]),
             np.diag([float(t == "1S") for t in TERMS])]


def solve_levels(p):
    """Energies, Hellmann-Feynman derivatives and eigenvectors."""
    h = sum(x * op for x, op in zip(p, OPERATORS))
    energy, vectors = np.zeros(9), np.zeros((9, 9))
    for b in BLOCKS:
        energy[b], vectors[b, b] = np.linalg.eigh(h[b, b])
    deriv = np.column_stack([np.sum(vectors * (op @ vectors), axis=0)
                             for op in OPERATORS[:len(p)]])
    return energy, deriv, vectors


ALL_LEVELS = np.ones(9, dtype=bool)


def next_iterate(p, data, used=ALL_LEVELS):
    deriv = solve_levels(p)[1]
    return np.linalg.lstsq(deriv[used], data[used], rcond=None)[0]


def fit(data, start, used=ALL_LEVELS, max_steps=60):
    history = [np.array(start, dtype=float)]
    for _ in range(max_steps):
        history.append(next_iterate(history[-1], data, used))
        if np.max(np.abs(history[-1] - history[-2])) < 1e-8:
            break
    return history[-1], history


def trace_estimate(levels):
    """Parameters from sums of levels of equal J, without iteration."""
    t = [levels[b].sum() for b in BLOCKS]
    b_par = (t[1] - t[3]) / 15
    u = t[3] + 8 * b_par
    c_par = (t[2] - 3 * u + 4 * b_par) / 2
    zeta = (t[4] - 2 * u + 4 * b_par - 2 * c_par) / 2.5
    return np.array([u + zeta / 2, b_par, c_par, zeta])


def standard_errors(deriv, sigma):
    return sigma * np.sqrt(np.diag(np.linalg.inv(deriv.T @ deriv)))


# ---------- synthetic truth: round values, ground level at zero ----------
truth = np.array([0.0, 1300.0, 5500.0, 5000.0])
truth[0] = -solve_levels(truth)[0].min()
exact, D, vec = solve_levels(truth)

# ---------- independent calculation with 45 Slater determinants ----------
orbitals = [(m, s) for m in range(-2, 3) for s in (0.5, -0.5)]
pairs = list(itertools.combinations(range(10), 2))
ck = {}
for k in (0, 2, 4):
    reduced = float(wigner_3j(2, k, 2, 0, 0, 0))
    for m in range(-2, 3):
        for n in range(-2, 3):
            ck[k, m, n] = ((-1) ** m * 5 * reduced
                           * float(wigner_3j(2, k, 2, -m, m - n, n)))


def repulsion(a, b, c, d, slater):
    (ma, sa), (mb, sb), (mc, sc), (md, sd) = (orbitals[x] for x in (a, b, c, d))
    if sa != sc or sb != sd or ma + mb != mc + md:
        return 0.0
    return sum(f * ck[k, ma, mc] * ck[k, md, mb] for k, f in slater.items())


def two_electron_sum(h):
    """Matrix of h(1)+h(2) between determinants."""
    out = np.zeros((45, 45))
    for i, (a, b) in enumerate(pairs):
        for j, (c, d) in enumerate(pairs):
            out[i, j] = (h[a, c] * (b == d) + h[b, d] * (a == c)
                         - h[a, d] * (b == c) - h[b, c] * (a == d))
    return out


lz = np.diag([float(m) for m, s in orbitals])
sz = np.diag([s for m, s in orbitals])
l_up, s_up = np.zeros((10, 10)), np.zeros((10, 10))
for i, (m, s) in enumerate(orbitals):
    for j, (n, t) in enumerate(orbitals):
        if m == n + 1 and s == t:
            l_up[i, j] = np.sqrt(6 - n * (n + 1))
        if m == n and s == t + 1:
            s_up[i, j] = 1.0
l_dot_s = lz @ sz + 0.5 * (l_up @ s_up.T + l_up.T @ s_up)
big_lz, big_up = two_electron_sum(lz), two_electron_sum(l_up)
l_squared = big_lz @ big_lz + 0.5 * (big_up @ big_up.T + big_up.T @ big_up)
s_projector = np.eye(45)
for L in range(1, 5):
    s_projector = s_projector @ (np.eye(45) - l_squared / (L * (L + 1)))


def determinant_spectrum(p6):
    a, b, c, zeta, alpha, shift = p6
    slater = {0: a + 7 * c / 5, 2: 49 * (b + c / 7), 4: 441 * c / 35}
    h = zeta * two_electron_sum(l_dot_s) + alpha * l_squared + shift * s_projector
    for i, (x, y) in enumerate(pairs):
        for j, (v, w) in enumerate(pairs):
            h[i, j] += repulsion(x, y, v, w, slater) - repulsion(x, y, w, v, slater)
    return np.linalg.eigvalsh(h)


ALPHA_TRIAL, S_SHIFT_TRIAL = 50.0, -1000.0
block_error = 0.0
for extra in ([0.0, 0.0], [ALPHA_TRIAL, S_SHIFT_TRIAL]):
    p6 = np.concatenate([truth, extra])
    repeated = np.sort(np.repeat(solve_levels(p6)[0], 2 * J_OF_LEVEL + 1))
    block_error = max(block_error,
                      np.max(np.abs(repeated - determinant_spectrum(p6))))
assert block_error < 1e-6

# ---------- derivatives, homogeneity, uniqueness ----------
numeric = np.column_stack([(solve_levels(truth + e)[0] - solve_levels(truth - e)[0]) / 2
                           for e in np.eye(4)])
derivative_error = np.max(np.abs(numeric - D))
assert derivative_error < 1e-6
assert np.allclose(D @ truth, exact, atol=1e-7)
from_traces = trace_estimate(exact)
assert np.allclose(from_traces, truth, atol=1e-6)

# ---------- recovery from a poor start ----------
start = np.array([0.0, 1000.0, 4000.0, 2000.0])
recovered, history = fit(exact, start)
assert np.allclose(recovered, truth, atol=1e-6)
moved_start = 3 * start + np.array([7000.0, 0, 0, 0])
assert np.allclose(next_iterate(start, exact), next_iterate(moved_start, exact), atol=1e-6)
offset = np.array([0, 0, 0, 5.0])
err_full = np.linalg.norm(next_iterate(truth + offset, exact) - truth)
err_half = np.linalg.norm(next_iterate(truth + offset / 2, exact) - truth)
quadratic_ratio = err_full / err_half
assert abs(quadratic_ratio - 4) < 0.05

rng = np.random.default_rng(12)
N_STARTS, hits = 300, 0
for _ in range(N_STARTS):
    trial = truth.copy()
    trial[1:] *= 4.0 ** rng.uniform(-1, 1, 3)
    end, _ = fit(exact, trial)
    if np.max(np.abs(solve_levels(end)[0] - exact)) < 1e-6:
        assert np.allclose(end, truth, atol=1e-4)   # zero misfit means truth
        hits += 1
assert hits > 0

# ---------- noise ----------
SIGMA = 20.0
observed = np.round(exact + rng.normal(0, SIGMA, 9))
noisy_fit, _ = fit(observed, trace_estimate(observed))
fit_energy, fit_D, _ = solve_levels(noisy_fit)
residual = observed - fit_energy
fit_errors = standard_errors(fit_D, SIGMA)
scatter_estimate = np.sqrt(residual @ residual / 5)
ls_errors = standard_errors(D, SIGMA)
trace_matrix = np.column_stack([trace_estimate(e) for e in np.eye(9)])
trace_errors = SIGMA * np.sqrt((trace_matrix ** 2).sum(axis=1))
assert np.all(trace_errors >= ls_errors * (1 - 1e-9))

N_TRIALS = 2000
fits, squares = [], []
for _ in range(N_TRIALS):
    sample = exact + rng.normal(0, SIGMA, 9)
    p, _ = fit(sample, trace_estimate(sample))
    fits.append(p)
    squares.append(np.sum((sample - solve_levels(p)[0]) ** 2))
mc_errors = np.std(fits, axis=0, ddof=1)
mean_square = np.mean(squares) / SIGMA ** 2
# sampling error of a standard deviation from 2000 trials is about 1.6 percent
assert np.all(np.abs(mc_errors / ls_errors - 1) < 0.08)
assert abs(mean_square / 5 - 1) < 0.07

# ---------- 1S0 level not observed ----------
without_s = ALL_LEVELS.copy()
without_s[1] = False
p_without, _ = fit(exact, start, without_s)
assert np.allclose(p_without, truth, atol=1e-5)
errors_without = standard_errors(D[without_s], SIGMA)
cov_without = SIGMA ** 2 * np.linalg.inv(D[without_s].T @ D[without_s])
predicted_s_error = np.sqrt(D[1] @ cov_without @ D[1])

# ---------- neglected spin-independent effects ----------
term_rows = [6, 2, 8, 5, 1]
term_matrix = np.array([[OPERATORS[k][i, i] for k in (0, 1, 2, 4, 5)]
                        for i in term_rows])
assert np.linalg.matrix_rank(term_matrix) == 5
D6 = solve_levels(np.concatenate([truth, [0, 0]]))[1]
for k in (4, 5):
    unit = np.eye(6)[k]
    base = np.concatenate([truth, [0, 0]])
    plus, _ = fit(solve_levels(base + unit)[0], truth)
    minus, _ = fit(solve_levels(base - unit)[0], truth)
    assert np.allclose((plus - minus) / 2, np.linalg.pinv(D) @ D6[:, k], atol=1e-3)

biases = []
for extra in ([ALPHA_TRIAL, 0], [0, S_SHIFT_TRIAL], [ALPHA_TRIAL, S_SHIFT_TRIAL]):
    data = solve_levels(np.concatenate([truth, extra]))[0]
    p, _ = fit(data, truth)
    misfit = data - solve_levels(p)[0]
    biases.append((p - truth, np.sqrt(np.mean(misfit ** 2))))
# the last case carries both effects: p, data and misfit are kept for it
_, D_mis, V_mis = solve_levels(p)
energy_mis = solve_levels(p)[0]
curvature_sum = np.zeros((4, 4))
transformed = [V_mis.T @ op @ V_mis for op in OPERATORS[:4]]
for b in BLOCKS:
    for i in range(b.start, b.stop):
        for j in range(b.start, b.stop):
            if i != j:
                g = np.array([m[i, j] for m in transformed])
                curvature_sum += (misfit[i] * 2 * np.outer(g, g)
                                  / (energy_mis[i] - energy_mis[j]))
contraction = np.linalg.solve(D_mis.T @ D_mis, curvature_sum)
map_slope = np.column_stack([(next_iterate(p + e, data) - next_iterate(p - e, data)) / 2
                             for e in np.eye(4)])
assert np.allclose(contraction, map_slope, atol=1e-5)
spectral_radius = np.max(np.abs(np.linalg.eigvals(contraction)))
assert spectral_radius < 1

truth6 = np.concatenate([truth, [ALPHA_TRIAL, S_SHIFT_TRIAL]])
six_fit, _ = fit(data, np.concatenate([p, [0, 0]]))
assert np.allclose(six_fit, truth6, atol=1e-4)
six_errors = standard_errors(solve_levels(truth6)[1], SIGMA)

# ---------- spin-spin dipole scale from a hydrogenic 4d orbital ----------
r = np.linspace(1e-4, 150, 60001)
density = (r ** 3 * (1 - r / 12) * np.exp(-r / 4)) ** 2
density /= trapezoid(density, r)
assert abs(trapezoid(density / r ** 3, r) * 960 - 1) < 1e-4


def radial_pair(inner_power, outer_power):
    inner = cumulative_trapezoid(density * r ** inner_power, r, initial=0)
    return 2 * trapezoid(density * inner / r ** outer_power, r)


hartree_cm = const.physical_constants["hartree-inverse meter relationship"][0] / 100
charge = (441 * truth[2] / 35) / (radial_pair(4, 5) * hartree_cm)
dipole_scale = const.fine_structure ** 2 * charge ** 3 * radial_pair(0, 3) * hartree_cm

# ---------- report ----------
ev = const.h * const.c * 100 / const.e
wavelength_error_pm = SIGMA * 100 * (13.5e-9) ** 2 * 1e12


def row(values, digits=1):
    return " ".join(f"{v:.{digits}f}" for v in values)


print("True A B C zeta (cm^-1):", row(truth))
print("J, E (cm^-1), leading term, weight %, dE/dB dE/dC dE/dzeta:")
for i in range(9):
    lead = int(np.argmax(vec[:, i] ** 2))
    print(f" {J_OF_LEVEL[i]} {exact[i]:9.1f} {TERMS[lead]} "
          f"{100 * vec[lead, i] ** 2:5.1f}  {row(D[i, 1:], 4)}")
print(f"Blocks vs 45 determinants, max diff (cm^-1): {block_error:.1e}")
print(f"Derivatives vs finite differences, max diff: {derivative_error:.1e}")
print("From J traces A B C zeta (cm^-1):", row(from_traces))
print("Iterates A B C zeta (cm^-1):")
for n, q in enumerate(history[:9]):
    print(f" {n}: {row(q, 4)}")
print("Steps until change < 1e-8 cm^-1:", len(history) - 1)
print(f"Error ratio when start offset is halved: {quadratic_ratio:.3f}")
print(f"Random starts (factors 1/4 to 4) reaching truth: {hits} of {N_STARTS}")
print(f"Noise sigma: {SIGMA:.0f} cm^-1 = {wavelength_error_pm:.3f} pm at 13.5 nm")
print("Noisy levels (cm^-1):", row(observed, 0))
print("Residuals (cm^-1):", row(residual))
print("Noisy fit A B C zeta (cm^-1):", row(noisy_fit))
print("Standard errors (cm^-1):", row(fit_errors))
print(f"Scatter estimated from residuals (cm^-1): {scatter_estimate:.1f}")
print("Noisy fit B C zeta (eV):", row(noisy_fit[1:] * ev, 4))
print("Errors at truth, formula (cm^-1):", row(ls_errors, 2))
print(f"Errors from {N_TRIALS} noisy fits (cm^-1):", row(mc_errors, 2))
print("Errors of trace formulas (cm^-1):", row(trace_errors, 2))
print(f"Mean squared residual sum / sigma^2: {mean_square:.3f}")
print("Errors without 1S0 (cm^-1):", row(errors_without, 2))
print(f"Error of predicted 1S0 (cm^-1): {predicted_s_error:.1f}")
print(f"Trial alpha, 1S shift (cm^-1): {ALPHA_TRIAL:.0f} {S_SHIFT_TRIAL:.0f}")
for name, (bias, rms) in zip(["alpha", "1S shift", "both"], biases):
    print(f"Bias A B C zeta, {name} (cm^-1): {row(bias)}; rms misfit {rms:.1f}")
print(f"Linear convergence factor, both effects: {spectral_radius:.4f}")
print("Six-parameter fit (cm^-1):", row(six_fit))
print("Six-parameter errors (cm^-1):", row(six_errors, 2))
print(f"Matched hydrogenic 4d charge: {charge:.1f}")
print(f"Spin-spin dipole scale (cm^-1): {dipole_scale:.0f}")
print("ALL CHECKS PASSED")
```

Output:

```
True A B C zeta (cm^-1): 22535.4 1300.0 5500.0 5000.0
J, E (cm^-1), leading term, weight %, dE/dB dE/dC dE/dzeta:
 0   23923.5 3P  95.3  7.3272 0.3272 -1.9873
 0   81947.3 1S  95.3  13.6728 6.6728 0.9873
 1   29135.4 3P 100.0  7.0000 0.0000 -0.5000
 2      -0.0 3F  92.6  -7.6004 0.1408 -2.6859
 2   25838.8 1D  53.5  0.7941 1.0698 -0.7226
 2   40067.5 3P  58.9  2.8062 0.7894 1.9085
 3    9635.4 3F 100.0  -8.0000 0.0000 -0.5000
 4   18405.7 3F  94.3  -7.3155 0.1141 0.9506
 4   39965.2 1G  94.3  3.3155 1.8859 0.5494
Blocks vs 45 determinants, max diff (cm^-1): 5.1e-11
Derivatives vs finite differences, max diff: 2.6e-07
From J traces A B C zeta (cm^-1): 22535.4 1300.0 5500.0 5000.0
Iterates A B C zeta (cm^-1):
 0: 0.0000 1000.0000 4000.0000 2000.0000
 1: 22452.3836 1302.9355 5577.9841 5072.8335
 2: 22535.4744 1300.0070 5499.9670 5000.0765
 3: 22535.4263 1300.0000 5500.0000 5000.0000
 4: 22535.4263 1300.0000 5500.0000 5000.0000
 5: 22535.4263 1300.0000 5500.0000 5000.0000
Steps until change < 1e-8 cm^-1: 5
Error ratio when start offset is halved: 3.999
Random starts (factors 1/4 to 4) reaching truth: 300 of 300
Noise sigma: 20 cm^-1 = 0.364 pm at 13.5 nm
Noisy levels (cm^-1): 23931 81942 29141 12 25824 40072 9627 18435 39956
Residuals (cm^-1): 7.3 4.9 2.8 8.0 -17.0 -0.8 -15.5 20.9 -10.6
Noisy fit A B C zeta (cm^-1): 22540.8 1299.7 5498.1 5001.2
Standard errors (cm^-1): 8.5 1.2 4.6 5.2
Scatter estimated from residuals (cm^-1): 15.7
Noisy fit B C zeta (eV): 0.1611 0.6817 0.6201
Errors at truth, formula (cm^-1): 8.54 1.23 4.64 5.18
Errors from 2000 noisy fits (cm^-1): 8.56 1.24 4.63 5.04
Errors of trace formulas (cm^-1): 19.22 1.89 27.49 18.77
Mean squared residual sum / sigma^2: 4.953
Errors without 1S0 (cm^-1): 10.66 1.24 12.88 5.36
Error of predicted 1S0 (cm^-1): 72.9
Trial alpha, 1S shift (cm^-1): 50 -1000
Bias A B C zeta, alpha (cm^-1): 398.0 -33.4 24.9 27.5; rms misfit 229.7
Bias A B C zeta, 1S shift (cm^-1): 74.1 0.5 -148.2 21.7; rms misfit 85.5
Bias A B C zeta, both (cm^-1): 473.1 -32.9 -123.9 50.4; rms misfit 295.9
Linear convergence factor, both effects: 0.0102
Six-parameter fit (cm^-1): 22535.4 1300.0 5500.0 5000.0 50.0 -1000.0
Six-parameter errors (cm^-1): 14.73 1.89 17.91 5.48 2.06 111.23
Matched hydrogenic 4d charge: 21.4
Spin-spin dipole scale (cm^-1): 16
ALL CHECKS PASSED
```
